# Atomic polar tensors and infrared intensities from Hartree–Fock theory, part 2

The problem is to compute the atomic polar tensor $P^A_{\beta\alpha}=\partial\mu_\beta/\partial R_{A\alpha}$, the derivative of the dipole $\boldsymbol\mu$ with respect to nuclear position, in closed-shell Hartree–Fock theory. Hartree atomic units are used. The molecule has nuclear charges $Z_A$, $N$ electrons and total charge $Q=\sum_AZ_A-N$. The basis moves with the atoms and is independent of the uniform static field $\boldsymbol{\mathcal E}$. The energy is

$$E=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DG[D]+V,\qquad D=2C_oC_o^T,$$

with $h=h_0+\sum_\beta\mathcal E_\beta\,r_\beta$, $V=V_{nn}-\sum_AZ_A\,\boldsymbol{\mathcal E}\cdot\mathbf R_A$, $F=h+G[D]$ and $W=\tfrac12DFD$. Here $C_o$ holds the occupied columns of the real orbital coefficients $C$, $S$ is the overlap matrix, $r_\beta$ the coordinate matrix, $V_{nn}$ the nuclear repulsion, $G[D]$ the two-electron matrix built from the integrals $(pq|rs)$, and $\varepsilon_p$ are orbital energies. Indices $i,j,k$ are occupied, $a,b$ virtual.

The label $x$ stands for $R_{A\alpha}$, and a superscript $\beta$ for $\mathcal E_\beta$. A superscript $(\lambda)$ differentiates basis integrals at fixed coefficients, with $F^{(\lambda)}=h^{(\lambda)}+G^{(\lambda)}[D]$; without parentheses it includes the response, $C^\lambda=CU^\lambda$ and $D^\lambda=C\tilde D^\lambda C^T$:

$$\tilde D^\lambda_{ai}=\tilde D^\lambda_{ia}=2U^\lambda_{ai},\qquad\tilde D^\lambda_{ij}=-2S^{(\lambda)}_{ij},\qquad\tilde D^\lambda_{ab}=0.\tag{3}$$

$$\sum_{bj}\mathsf A_{ai,bj}U^\lambda_{bj}=-B^\lambda_{ai},\tag{8}$$

$$\mathsf A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi),$$

$$B^x_{ai}=F^{(x)}_{ai}-\varepsilon_iS^{(x)}_{ai}-\sum_{jk}S^{(x)}_{jk}\left[2(ai|jk)-(aj|ik)\right],\qquad B^\beta_{ai}=r_{\beta,ai}.\tag{9}$$

Differentiating the dipole by geometry (first derivation) gave (10); differentiating the gradient by field (second derivation) gave (11), simplified to (12):

$$P^A_{\beta\alpha}=Z_A\delta_{\alpha\beta}-\mathrm{Tr}\,Dr^{(x)}_\beta+2\sum_{ij}S^{(x)}_{ij}r_{\beta,ij}-4\sum_{ai}U^x_{ai}\,r_{\beta,ai}.\tag{10}$$

$$-P^A_{\beta\alpha}=\mathrm{Tr}\,Dr_\beta^{(x)}+\mathrm{Tr}\,D^\beta F^{(x)}-\mathrm{Tr}\,W^\beta S^{(x)}-Z_A\delta_{\alpha\beta}.\tag{11}$$

$$P^A_{\beta\alpha}=Z_A\delta_{\alpha\beta}-\mathrm{Tr}\,Dr^{(x)}_\beta+2\sum_{ij}S^{(x)}_{ij}r_{\beta,ij}-4\sum_{ai}U^\beta_{ai}\,B^x_{ai}.\tag{12}$$

The terms of (10) and (12) are, in order, nuclear, skeleton, orthonormality and response.

Rigid translation by $\mathbf t$ obeys

$$E(\mathbf R+\mathbf t,\boldsymbol{\mathcal E})=E(\mathbf R,\boldsymbol{\mathcal E})-Q\,\boldsymbol{\mathcal E}\cdot\mathbf t ,$$

which implies the sum rule

$$\sum_AP^A_{\beta\alpha}=Q\,\delta_{\alpha\beta}.$$

Its finite-basis proof is still owed. For a neutral diatomic along $z$ with bond length $R$, rotation gives $P_{xx}=\mu_z/R$ for the atom at larger $z$.

Below, $c$ is the speed of light, $m_A$ an atomic mass, $N_A$ Avogadro's constant, $\omega_s$ the frequency of mode $s$, and $\boldsymbol\mu_{10}$ its transition dipole.

## The sum rule in a finite basis

Shift all nuclei, and with them all basis functions, by $\mathbf t$. A change of integration variable $\mathbf r\to\mathbf r+\mathbf t$ shows that $S$, $h_0$ and $(pq|rs)$ are unchanged and that $r_\beta\to r_\beta+t_\beta S$; $V_{nn}$ depends only on distances. For any admissible density the energy changes by $\boldsymbol{\mathcal E}\cdot\mathbf t\,(\mathrm{Tr}\,DS-\sum_AZ_A)$, and $\mathrm{Tr}\,DS=2\,\mathrm{Tr}\,C_o^TSC_o=N$. The change $-Q\,\boldsymbol{\mathcal E}\cdot\mathbf t$ does not depend on $D$, so the stationary density is the same and the translation law of the first section holds exactly.

The same facts act term by term. Differentiating them with respect to $t_\alpha$,

$$\sum_AS^{(A\alpha)}=0,\qquad\sum_AF^{(A\alpha)}=0,\qquad\sum_Ar_\beta^{(A\alpha)}=\delta_{\alpha\beta}S .$$

Every term of $B^x$ is linear in $S^{(x)}$ or $F^{(x)}$, so $\sum_AB^{A\alpha}=0$, and by (8) $\sum_AU^{A\alpha}=0$. The orthonormality and response terms sum to zero in both (10) and (12), the skeleton term sums to $-N\delta_{\alpha\beta}$, and $\sum_AP^A_{\beta\alpha}=Q\delta_{\alpha\beta}$. In (12) the rule holds for any $U^\beta$ at all, so it tests the derivative integrals and says nothing about whether the response equations are converged. For one atom or atomic ion the rule is the whole answer, $P=Q\mathbf 1$.

In a basis fixed in space $S^{(x)}$ and $r^{(x)}$ vanish, and the response term alone must supply $-N$. A complete basis does so. A shift along $\alpha$ sends $\phi_i\to\phi_i-t\,\partial_\alpha\phi_i$, so $\sum_AU^{A\alpha}_{ai}=-\langle a|\partial_\alpha|i\rangle$ and the response term is $4\sum_{ai}\langle i|r_\beta|a\rangle\langle a|\partial_\alpha|i\rangle$. Completeness replaces $\sum_a|a\rangle\langle a|$ by $1-\sum_j|j\rangle\langle j|$. The $j$ part contracts the symmetric $\langle i|r_\beta|j\rangle$ with the antisymmetric $\langle j|\partial_\alpha|i\rangle$ and vanishes. Integration by parts gives $\langle i|r_\beta\partial_\alpha|i\rangle=\tfrac12\int r_\beta\,\partial_\alpha\phi_i^2=-\tfrac12\delta_{\alpha\beta}$. With $N/2$ orbitals the total is $4\cdot\tfrac N2\cdot(-\tfrac12)\delta_{\alpha\beta}=-N\delta_{\alpha\beta}$. This argument does not carry over to a finite set of fixed Gaussians, which in general cannot represent the shifted orbitals. The rule is then no longer guaranteed, and in the CO example it fails.

## From the tensors to an intensity

Light of amplitude $\mathcal E_0$, polarization $\mathbf e$ and wavelength long compared with the molecule perturbs it by $-\boldsymbol\mu\cdot\mathbf e\,\mathcal E_0\cos\omega t$. The absorbing component $e^{-i\omega t}$ has amplitude $\mathcal E_0/2$, so the golden rule gives the rate $2\pi(\mathcal E_0/2)^2|\boldsymbol\mu_{10}\cdot\mathbf e|^2\delta(\omega-\omega_s)$. Random orientation replaces $|\boldsymbol\mu_{10}\cdot\mathbf e|^2$ by $|\boldsymbol\mu_{10}|^2/3$, the spherical mean of $\cos^2\theta$. The electric and magnetic fields each contribute a mean energy density $\mathcal E_0^2/16\pi$, so the energy flux is $c\mathcal E_0^2/8\pi$ and the photon flux is that divided by $\omega$. The cross section is rate over photon flux:

$$\int\sigma\,d\omega=\frac{\pi}{2}\,\frac{\mathcal E_0^2|\boldsymbol\mu_{10}|^2}{3}\,\frac{8\pi\omega_s}{c\,\mathcal E_0^2}=\frac{4\pi^2\omega_s}{3c}|\boldsymbol\mu_{10}|^2 .$$

The double-harmonic approximation takes the potential quadratic and the dipole linear in the mass-weighted normal coordinate $q_s$. With $L$ the orthonormal eigenvectors of the mass-weighted Hessian at a minimum, $\delta R_{A\alpha}=\sum_sL_{A\alpha,s}q_s/\sqrt{m_A}$, and the chain rule gives

$$\frac{\partial\mu_\beta}{\partial q_s}=\sum_{A\alpha}P^A_{\beta\alpha}\frac{L_{A\alpha,s}}{\sqrt{m_A}} .$$

For the oscillator $\tfrac12p_s^2+\tfrac12\omega_s^2q_s^2$, $q_s=(\hat a+\hat a^\dagger)/\sqrt{2\omega_s}$, so $|\langle1|q_s|0\rangle|^2=1/2\omega_s$ and the frequency cancels: $\int\sigma\,d\omega=(2\pi^2/3c)|\partial\boldsymbol\mu/\partial q_s|^2$. With the wavenumber $\tilde\nu=\omega/2\pi c$, per mole,

$$\mathcal A_s=N_A\int\sigma\,d\tilde\nu=N_A\,\frac{\pi}{3c^2}\left|\frac{\partial\boldsymbol\mu}{\partial q_s}\right|^2.\tag{13}$$

The combination charge²/(mass × $c^2$) is a length, as area times wavenumber must be. The cross section refers to attenuation $e^{-n\sigma l}$ with natural logarithms, and degenerate modes are summed. Overtones have zero intensity in this approximation; they need anharmonicity or second and higher dipole derivatives. In a harmonic potential the second derivative alone reaches only the first overtone.

For a diatomic CO with fixed centre of mass and $M=m_C+m_O$, a stretch $\delta R$ gives $\delta z_O=(m_C/M)\delta R$ and $\delta z_C=-(m_O/M)\delta R$. The sum rule with $Q=0$ gives $P^C=-P^O$, so $d\mu_z/dR=P^O_{zz}(m_C+m_O)/M=P^O_{zz}$. The kinetic energy is $\tfrac12m_{\rm red}\dot R^2$, so $q=\sqrt{m_{\rm red}}\,\delta R$ and $\partial\mu_z/\partial q=P^O_{zz}/\sqrt{m_{\rm red}}$.

## Worked example: CO

The chosen inputs are the 6-31G basis (18 functions, $11\times7$ rotations), carbon at the origin, oxygen on $+z$, and masses 12.000000 u and 15.994915 u. The energy minimum is at $R_e=2.136659$ bohr with $E=-112.66722194$ hartree. The lowest eigenvalue of $\mathsf A$ is 0.29558 hartree, so $\mathsf A$ is safely invertible.

The terms of (10) and (12), in the order nuclear, skeleton, orthonormality, response, are in units of $e$:

$$P^O_{zz}=8-7.422408-1.289780-0.299877=-1.012065,$$

$$P^C_{zz}=6-6.577592+1.289780+0.299877=+1.012065,$$

$$P^O_{xx}=8-8.326180-0.017317+0.238021=-0.105476 .$$

The response term is the same by both routes to all printed digits. The skeleton terms add to $-7.422408-6.577592=-14=-N$, and the other electronic terms cancel in pairs. The dipole is $\mu_z=-0.225366$ $e$ bohr, and $-0.225366/2.136659=-0.105476$ reproduces $P^O_{xx}$ as rotation demands. In this basis the effective charge along the bond is about ten times that across it; the ratio divides by the small, basis-sensitive dipole and is 36 to 40 in cc-pVDZ, cc-pVTZ and aug-cc-pVTZ. Fixed point charges on the nuclei give $\mu_z\propto R$ and make the two equal. Since $P^O_{zz}=d\mu_z/dR$ and $P^O_{xx}=\mu_z/R$, the ratio shows that $\mu_z$ is far from proportional to $R$; it does not by itself distinguish charge flowing during the stretch from dipoles carried by the atoms.

The reduced mass is $12\times15.994915/(12+15.994915)=6.856209$ u, and $6.856209\times1822.8885=12498.10$ $m_e$. With the force constant 1.35597 hartree/bohr²,

$$\omega=\sqrt{1.35597/12498.10}=0.010416\ \text{hartree},$$

and $0.0104161\times219474.63=2286.1$ cm⁻¹. Then $1/2\omega=48.003$ $m_e$ bohr² and

$$\frac{\partial\mu_z}{\partial q}=\frac{-1.012065}{\sqrt{12498.10}}=-9.05287\times10^{-3}\ e\,m_e^{-1/2}.$$

With $c=137.035999$, $\pi/3c^2=5.576469\times10^{-5}$, and

$$\int\sigma\,d\tilde\nu=5.576469\times10^{-5}\times(9.052872\times10^{-3})^2=4.57017\times10^{-9}\ \text{bohr}.$$

Multiplying by $5.29177211\times10^{-11}$ m/bohr and $6.02214076\times10^{23}$ mol⁻¹ and dividing by $10^3$ gives 145.64 km/mol. Equivalently, $974.880\times(0.386515)^2=145.64$, with the derivative in $e\,\mathrm u^{-1/2}$ and the conversion factor in km/mol per $e^2/\mathrm u$.

These are values of the model, and the digits shown are not converged in the basis. In cc-pVDZ, cc-pVTZ and aug-cc-pVTZ, each at its own minimum, $R_e$ is 2.09 to 2.10 bohr, $\omega$ is 2421 to 2432 cm⁻¹ and $\mu_z$ is $-0.05$ to $-0.06$ $e$ bohr, a quarter of the 6-31G value, while $P^O_{zz}$ stays between $-0.99$ and $-1.01$ $e$ and the intensity between 140 and 146 km/mol. The excess intensity and the sign of the dipole noted next therefore persist in these larger bases. The negative $\mu_z$ puts the negative end on oxygen, whereas the measured dipole is small and has the opposite sign, and the measured band intensity is roughly 60 km/mol. The formulas are exact for the Hartree–Fock energy in the given basis, and they inherit its errors.

Holding the same basis fixed while both nuclei move gives $\sum_AP^A_{zz}=5.765$ $e$ instead of zero. The response then cancels only part of the 14 nuclear charges. It supplies $5.765-14=-8.235$ where a complete basis would supply $-14$. The residual falls slowly as the basis grows: near the respective minima it is 4.65 $e$ in cc-pVDZ, 2.68 $e$ in cc-pVTZ and 0.75 $e$ in uncontracted cc-pVTZ.

## What the numerical check tests

The numerical check below uses a bent, off-origin, non-equilibrium HCO⁺ ($Q=+1$, $N=14$), with its molecular plane tilted against all three axes, so that no Cartesian element vanishes by symmetry, and with a net charge, so that the sum rule is not trivially zero. The tensors are not symmetric: for hydrogen $P_{zx}=-0.080281$ and $P_{xz}=-0.139356$, so exchanging the order of differentiation does not permit exchanging $\alpha$ and $\beta$. All 27 elements from (10) and (12) agree to $7.1\times10^{-16}$ $e$, and the unsimplified (11) agrees with (12) to $3.9\times10^{-15}$ $e$. Central differences of the dipole by geometry, of the gradient by field, and of the energy by both deviate by at most $4.3\times10^{-8}$, $1.1\times10^{-8}$ and $1.3\times10^{-6}$ $e$, the last obtained with a field step ten times that of the gradient test; the truncation term $(f^2/6)\,\partial_x\partial^2\mu_\beta/\partial\mathcal E_\beta^2$ for field step $f$ is at most $1.1\times10^{-8}$ $e$ in the gradient test and $1.1\times10^{-6}$ $e$ in the energy test, which accounts for most of the larger deviation. The density responses (3) are compared with differences of converged densities, and the $zz$ sums of the four terms are $15$, $-14$, $0$ and $0$. For CO the program checks $d\mu_z/dR$, the force constant and the fixed-basis sum by finite differences, the matrix element of $q$ (printed as Q) by quadrature, and (13) against its SI form. Its labels A and B for the response term refer to the first and second derivation.

## Computed values

```
HCO+ RHF/6-31G test, Q=+1, N=14; steps dx=5e-04 bohr, dF=5e-04, 5e-05 au
position H (bohr):   1.200000  -1.000000  -1.200000
position C (bohr):   0.300000  -0.200000   0.500000
position O (bohr):   0.700000   0.300000   2.500000
E = -112.86737782 Eh; lowest eigenvalue of A = 0.23914 Eh
APT in e; rows alpha (displacement), columns beta (dipole)
P H x:   0.403476  -0.051670  -0.080281
P H y:  -0.070011   0.368681   0.104558
P H z:  -0.139356   0.122423   0.573606
P C x:   0.628314   0.060053   0.092023
P C y:   0.069766   0.706598  -0.015189
P C z:   0.123307  -0.024650   0.773125
P O x:  -0.031790  -0.008383  -0.011741
P O y:   0.000245  -0.075279  -0.089369
P O z:   0.016049  -0.097773  -0.346731
sum_A P x:   1.000000   0.000000   0.000000
sum_A P y:   0.000000   1.000000   0.000000
sum_A P z:   0.000000   0.000000   1.000000
zz sums (e): Z, skeleton, orthonorm., response:  15.000000 -14.000000   0.000000   0.000000
max dev A-B 7.1e-16, rawB-B 3.9e-15 (e)
max dev FD dipole 4.3e-08, FD gradient 1.1e-08, FD energy 1.3e-06 (e)
CO RHF/6-31G, C at origin, O on +z, 18 AOs, 11 x 7 rotations
R_e = 2.136659 bohr; E = -112.66722194 Eh
lowest eigenvalue of A = 0.29558 Eh
mu_z = -0.225366 e bohr; mu_z/R_e = -0.105476 e
terms (e): Z, skeleton, orthonorm., response A, response B, total
C zz   6.000000  -6.577592   1.289780   0.299877   0.299877   1.012065
O zz   8.000000  -7.422408  -1.289780  -0.299877  -0.299877  -1.012065
C xx   6.000000  -5.673820   0.017317  -0.238021  -0.238021   0.105476
O xx   8.000000  -8.326180  -0.017317   0.238021   0.238021  -0.105476
d mu_z/dR by finite difference (dR=1e-03 bohr) = -1.012065 e
space-fixed basis: sum_A P_zz = 5.76533 e (finite diff. 5.76532 e)
masses C 12.000000 u, O 15.994915 u; 1 u = 1822.8885 m_e
m_red = 6.856209 u = 12498.10 m_e
force constant = 1.35597 Eh/bohr^2
omega = 0.0104161 Eh = 2286.1 cm^-1 (1 Eh = 219474.63 cm^-1)
|<1|Q|0>|^2 = 48.0028 m_e bohr^2
d mu/dQ = -9.052872e-03 e m_e^-1/2 = -0.386515 e u^-1/2
c = 137.035999 au; pi/(3c^2) = 5.576469e-05 au
int sigma d omega = 3.93502e-06 au; int sigma d nu = 4.57017e-09 bohr
a0 = 5.29177211e-11 m; N_A = 6.02214076e+23 /mol
conversion = 974.880 km/mol per e^2/u
IR intensity = 145.64 km/mol
```
